**Relativistic Thomas-Fermi atom: the inverse-cube density and its consequences**

The program studies the Vallarta-Rosen equation for a neutral atom with $Z=76$, where $W=2Z\chi/r$ is minus the electron's potential energy, $n$ is the density and $R$ is the radius of a uniformly charged nucleus. It asserts that the derivative of the kinetic-energy density equals $W$, and that a bare Coulomb potential gives $n r^3\to(Z\alpha)^3/(3\pi^2)$, with the same number of electrons in each decade of small radius. It solves the finite-nucleus problem on a logarithmic grid and asserts that Coulomb integrals over the computed density rebuild the potential. As $R$ shrinks from $10^{-4}$ to $10^{-100}$ bohr, the electrons within $10^{-4}$ bohr rise from 0.046 to 12.3, and the program asserts agreement with the logarithmic screening law to within 0.1 electron. The nonrelativistic count is asserted to converge instead. An exterior solution continued inward without a nucleus diverges near $10^{-237}$ bohr, and is asserted to stay above the logarithmic lower bound. The small-radius Dirac exponent is also computed, and the resulting s-state density is integrable.

## Program and output

```python
"""Relativistic Thomas-Fermi (Vallarta-Rosen) atom, Rydberg atomic units.

Result under test: for a neutral atom, W = -V = 2 Z chi / r with r = b x and
    chi'' = chi^(3/2) x^(-1/2) (1 + lam chi/x)^(3/2)   outside the nucleus.
A Coulomb potential at r -> 0 gives n -> (Z alpha)^3 / (3 pi^2 r^3), which has
a logarithmically divergent integral; chi(0) = 1 therefore has no solution.

Units: hbar = 2m = e^2/2 = 1, c = 2/alpha, lengths in bohr, energies in Ry.
Z: nuclear charge; R: radius of a uniformly charged nucleus; n: density;
N(r): electrons within r; Q(r) = Z - N(r) for r >= R; g = lam^(3/2).
"""
import numpy as np
from scipy.constants import alpha
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

Z = 76
c = 2 / alpha
b = 0.5 * (3 * np.pi / 4) ** (2 / 3) * Z ** (-1 / 3)
lam = 2 * Z / (c**2 * b)
g = lam**1.5
r_c = 2 * Z / c**2
za = Z * alpha
bare_r3n = za**3 / (3 * np.pi**2)
per_decade = 4 * za**3 / (3 * np.pi) * np.log(10)
assert abs(lam / ((4 / (3 * np.pi)) ** (2 / 3) * alpha**2 * Z ** (4 / 3)) - 1) < 1e-12


def kinetic(p):
    """Kinetic energy of one electron, written without cancellation."""
    return 2 * p**2 / (1 + np.sqrt(1 + 4 * p**2 / c**2))


# The derivative of the kinetic-energy density must equal the local W.
def kinetic_density(n):
    p_top = (3 * np.pi**2 * n) ** (1 / 3)
    return quad(lambda p: p**2 * kinetic(p), 0, p_top, epsrel=1e-12)[0] / np.pi**2


for W in (10.0, c**2, 30 * c**2):
    n = (W * (1 + W / c**2)) ** 1.5 / (3 * np.pi**2)
    d = 1e-4 * n
    slope = (kinetic_density(n + d) - kinetic_density(n - d)) / (2 * d)
    assert abs(slope / W - 1) < 1e-6


# Bare Coulomb potential: invert kinetic(p) = 2Z/r numerically.
def bare_shell(log_r):
    r = np.exp(log_r)
    log_p = brentq(lambda q: np.log(kinetic(np.exp(q)) * r / (2 * Z)), -5, 60,
                   xtol=1e-12)
    return (r * np.exp(log_p)) ** 3 / (3 * np.pi**2)


assert abs(bare_shell(np.log(1e-9)) / bare_r3n - 1) < 1e-4
decades = [quad(lambda s: 4 * np.pi * bare_shell(s), np.log(lo), np.log(10 * lo))[0]
           for lo in (1e-10, 1e-9, 1e-8)]
assert max(abs(np.array(decades) / per_decade - 1)) < 2e-4


def neutral_atom(R, light, h=0.005):
    """Newton solution on a grid uniform in ln r, with a node at r = R.
    Inner end: chi proportional to x; outer end: chi proportional to x^-3."""
    X = R / b
    lam_here = 2 * Z / (light**2 * b)
    k = np.arange(-int(7 / h), int(np.log(1000 / X) / h) + 1)
    x = X * np.exp(h * k)
    source = 3 * np.exp(3 * h * np.minimum(k, 0)) * ((k < 0) + 0.5 * (k == 0))
    chi = np.minimum(1.5 * np.exp(h * np.minimum(k, 0)), 1) / (1 + x / 5.24) ** 3
    band = np.zeros((3, len(x)))
    for _ in range(80):
        root = np.sqrt(chi * (x + lam_here * chi))
        F = root**3
        dF = 1.5 * root * (x + 2 * lam_here * chi)
        band[0, :] = 1 / h**2 - 1 / (2 * h)
        band[1, :] = -2 / h**2 - dF
        band[2, :] = 1 / h**2 + 1 / (2 * h)
        rhs = F - dF * chi - source
        band[1, 0], band[0, 1], rhs[0] = 1, -np.exp(-h), 0
        band[1, -1], band[2, -2], rhs[-1] = 1, -np.exp(-3 * h), 0
        new = solve_banded((1, 1), band, rhs)
        change = np.max(np.abs(new - chi))
        chi = new
        if change < 1e-8:
            break
    assert change < 1e-8 and chi.min() > 0
    r = b * x
    W = 2 * Z * chi / r
    r3n = (r * np.sqrt(W * (1 + W / light**2))) ** 3 / (3 * np.pi**2)
    N = cumulative_trapezoid(4 * np.pi * r3n, dx=h, initial=0)
    return dict(r=r, chi=chi, r3n=r3n, N=N, h=h, log_r=np.log(r))


def at(atom, key, r):
    return float(np.interp(np.log(r), atom["log_r"], atom[key]))


radii = (1e-4, 1e-8, 1e-20, 1e-100)
atoms = {R: neutral_atom(R, c) for R in radii}

# Neutrality, and the potential rebuilt from the density by Coulomb integrals.
main = atoms[1e-4]
for atom in atoms.values():
    assert abs(atom["N"][-1] - Z) < 0.01
outer = cumulative_trapezoid(4 * np.pi * main["r3n"] / main["r"], dx=main["h"], initial=0)
for r_test in (1e-3, 1e-2, 0.1, 1.0):
    i = np.argmin(np.abs(main["log_r"] - np.log(r_test)))
    r = main["r"][i]
    W_coulomb = 2 * (Z - main["N"][i]) / r - 2 * (outer[-1] - outer[i])
    assert abs(W_coulomb * r / (2 * Z * main["chi"][i]) - 1) < 2e-3

# Electrons within r0 as the nucleus shrinks, against the screening law.
r0 = 1e-4
within, law = {}, {}
for R in radii:
    within[R] = at(atoms[R], "N", r0)
    Q_R = Z - at(atoms[R], "N", R)
    law[R] = Z - (Q_R**-2 + 8 * alpha**3 / (3 * np.pi) * np.log(r0 / R)) ** -0.5
    # the law neglects corrections of relative order g and of order r0/r_c
    assert abs(within[R] - law[R]) < 0.1
assert within[1e-4] < within[1e-8] < within[1e-20] < within[1e-100]

# Nonrelativistic contrast: the same count converges.
nonrel = {R: at(neutral_atom(R, np.inf), "N", r0) for R in (1e-8, 1e-20)}
nonrel_formula = 8 / (9 * np.pi) * (2 * Z * r0) ** 1.5
assert abs(nonrel[1e-8] / nonrel[1e-20] - 1) < 1e-3
assert abs(nonrel[1e-20] / nonrel_formula - 1) < 0.01

# Density exponent outside a tiny nucleus.
tiny = atoms[1e-20]
tiny["exponent"] = np.gradient(np.log(tiny["r3n"]), tiny["h"]) - 3
profile_r = (1e-16, 1e-12, 1e-8)
for r in profile_r:
    assert abs(at(tiny, "exponent", r) + 3) < 0.01
    screened = (alpha * (Z - at(tiny, "N", r))) ** 3 / (3 * np.pi**2)
    assert abs(at(tiny, "r3n", r) / screened - 1) < 0.01

# Inward continuation of the exterior solution with the nucleus removed.
X = 1e-4 / b
chi_R = at(main, "chi", 1e-4)
q_R = 1 - at(main, "N", 1e-4) / Z
t_R = -np.log(X)


def inward(t, y):
    return [y[1], -y[1] + (y[0] * (np.exp(-t) + lam * y[0])) ** 1.5]


def huge(t, y):
    return y[0] - 1e5


huge.terminal = True
path = solve_ivp(inward, (t_R, t_R + 2000), [chi_R, q_R - chi_R], events=huge,
                 rtol=1e-9, atol=1e-11)
assert path.status == 1
efolds = path.t[-1] - t_R
estimate = 1 / (2 * g * q_R**2)
# the estimate omits a positive logarithmic term, a few per cent here
assert 1 < efolds / estimate < 1.05
depth = path.t - t_R
bound = (chi_R + (1 - np.exp(-depth)) * (q_R - chi_R)
         + g * chi_R**3 * (depth - 1 + np.exp(-depth)))
assert np.all(path.y[0] >= bound - 1e-7)
log10_r_div = np.log10(1e-4) - efolds / np.log(10)

# Dirac s state at a point nucleus: small-r power of the radial functions.
gamma = max(np.linalg.eigvals(np.array([[1, za], [-za, -1]])).real)
assert abs(gamma - np.sqrt(1 - za**2)) < 1e-12
assert 2 * gamma - 2 > -3

print(f"nuclear charge Z (Os)                        {Z}")
print(f"speed of light c                             {c:.4f} Rydberg a.u.")
print(f"2mc^2 = c^2                                  {c**2:.1f} Ry")
print(f"Z alpha                                      {za:.5f}")
print(f"length scale b                               {b:.5f} bohr")
print(f"lambda                                       {lam:.6f}")
print(f"g = lambda^(3/2)                             {g:.4e}")
print(f"relativistic radius r_c = 2Z/c^2             {r_c:.4e} bohr")
print(f"bare Coulomb limit of n r^3                  {bare_r3n:.6f}")
print(f"bare electrons per factor e, formula         {per_decade/np.log(10):.5f}")
print(f"bare electrons per decade, formula           {per_decade:.5f}")
for lo, count in zip((1e-10, 1e-9, 1e-8), decades):
    print(f"  by quadrature, {lo:.0e} to {10*lo:.0e} bohr      {count:.5f}")
print("R = 1e-4 bohr, self-consistent:")
print(f"  electrons inside the nucleus               {within[1e-4]:.4f}")
print(f"  electrons within r_c                       {at(main, 'N', r_c):.3f}")
print(f"  total electrons from quadrature            {main['N'][-1]:.3f}")
print("R = 1e-20 bohr, self-consistent:")
for r in profile_r:
    print(f"  r = {r:.0e} bohr: n r^3 = {at(tiny, 'r3n', r):.6f},"
          f" exponent of n = {at(tiny, 'exponent', r):.4f}")
print("electrons within 1e-4 bohr (solution; screening law):")
for R in radii:
    print(f"  R = {R:.0e} bohr: {within[R]:.3f}; {law[R]:.3f}")
print("nonrelativistic electrons within 1e-4 bohr:")
for R, count in nonrel.items():
    print(f"  R = {R:.0e} bohr: {count:.4e}")
print(f"  point-nucleus formula: {nonrel_formula:.4e}")
print("inward continuation from r = 1e-4 bohr, nucleus removed:")
print(f"  factors of e to divergence, computed       {efolds:.1f}")
print(f"  leading estimate 1/(2 g (Q/Z)^2)           {estimate:.1f}")
print(f"  log10(divergence radius / bohr)            {log10_r_div:.1f}")
print(f"Dirac gamma for an s state                   {gamma:.4f}")
print(f"Dirac density exponent 2 gamma - 2           {2*gamma-2:.4f}")
print("all tests passed")
```

Running it gives:

```
nuclear charge Z (Os)                        76
speed of light c                             274.0720 Rydberg a.u.
2mc^2 = c^2                                  75115.5 Ry
Z alpha                                      0.55460
length scale b                               0.20901 bohr
lambda                                       0.009681
g = lambda^(3/2)                             9.5260e-04
relativistic radius r_c = 2Z/c^2             2.0236e-03 bohr
bare Coulomb limit of n r^3                  0.005761
bare electrons per factor e, formula         0.07240
bare electrons per decade, formula           0.16670
  by quadrature, 1e-10 to 1e-09 bohr      0.16670
  by quadrature, 1e-09 to 1e-08 bohr      0.16670
  by quadrature, 1e-08 to 1e-07 bohr      0.16671
R = 1e-4 bohr, self-consistent:
  electrons inside the nucleus               0.0456
  electrons within r_c                       0.371
  total electrons from quadrature            76.001
R = 1e-20 bohr, self-consistent:
  r = 1e-16 bohr: n r^3 = 0.005589, exponent of n = -3.0028
  r = 1e-12 bohr: n r^3 = 0.005448, exponent of n = -3.0027
  r = 1e-08 bohr: n r^3 = 0.005313, exponent of n = -3.0027
electrons within 1e-4 bohr (solution; screening law):
  R = 1e-04 bohr: 0.046; 0.046
  R = 1e-08 bohr: 0.703; 0.700
  R = 1e-20 bohr: 2.572; 2.573
  R = 1e-100 bohr: 12.255; 12.273
nonrelativistic electrons within 1e-4 bohr:
  R = 1e-08 bohr: 5.2989e-04
  R = 1e-20 bohr: 5.2989e-04
  point-nucleus formula: 5.3023e-04
inward continuation from r = 1e-4 bohr, nucleus removed:
  factors of e to divergence, computed       536.1
  leading estimate 1/(2 g (Q/Z)^2)           525.5
  log10(divergence radius / bohr)            -236.8
Dirac gamma for an s state                   0.8321
Dirac density exponent 2 gamma - 2           -0.3358
all tests passed
```
